\section*{Cubic doublet g values for Yb3+ and Er3+, and axial Dy3+}

\section*{Question}

I am trying to reproduce some rare-earth $g$ values from Lea--Leask--Wolf crystal-field states. The numbers I was given are $24/7$ and $8/3$ for Yb$^{3+}$, $6.8$ and $6$ for Er$^{3+}$, and $g_z=20$ for Dy$^{3+}$ with $m=15/2$, all listed as ``cubic doublets''.

Three things block me. The crystal-field Hamiltonian contains a parameter $x$, yet the quoted values do not. I can diagonalize the matrices numerically, but I would like to see where the fractions come from. And no cubic doublet I construct for Dy$^{3+}$ comes near 20. What am I missing?

\section*{Answer}

The Yb$^{3+}$ and Er$^{3+}$ values are those of cubic doublets whose states are fixed by symmetry alone, so $x$ drops out. The Dy$^{3+}$ value belongs to a different situation: a pure $m=\pm15/2$ pair in an axial field. You were right not to find 20 in a cubic field.

\subsection*{Setting and Land\'e factors}

I assume one isolated $J$ multiplet of a Russell--Saunders term, an electron spin factor of 2, and a Zeeman energy small compared with the crystal-field gaps. Angular momenta are in units of $\hbar$. The Zeeman term is $\mu_B\mathbf B\cdot(\mathbf L+2\mathbf S)$, and by the Wigner--Eckart theorem $\mathbf L+2\mathbf S$ acts as $g_J\mathbf J$ inside the multiplet.

All three ions have $J=L+S$. The state with $m=J$ is then the single product state $|L,L;S,S\rangle$, and its moment gives
\begin{equation}
g_JJ=L+2S,\qquad g_J=\frac{L+2S}{J}.
\end{equation}
\begin{itemize}
\item Yb$^{3+}$: $L=3$, $S=1/2$, $J=7/2$, so $g_J=4/(7/2)=8/7$.
\item Er$^{3+}$: $L=6$, $S=3/2$, $J=15/2$, so $g_J=9/(15/2)=6/5$.
\item Dy$^{3+}$: $L=5$, $S=5/2$, $J=15/2$, so $g_J=10/(15/2)=4/3$.
\end{itemize}

\subsection*{The projector onto a cubic doublet}

Take $z$ along a fourfold axis. The doublet $\Gamma_6$ transforms like a spin $1/2$. The doublet $\Gamma_7$ transforms like a spin $1/2$ times a factor that is $-1$ for quarter turns about the cube axes and for half turns about face diagonals, and $+1$ for the other rotations. Let $\sigma=+1$ for $\Gamma_6$ and $\sigma=-1$ for $\Gamma_7$.

The projector onto all copies of one doublet type is the character-weighted average over the 48 elements of the double group. A rotation and its partner differing by $2\pi$ contribute equally, because the character and the matrix both change sign. Hence
\begin{equation}
P=\frac{2}{48}\,2\sum_{R}\chi(R)D^J(R)=\frac1{12}\sum_{R}\chi(R)D^J(R),
\end{equation}
with the sum over 24 rotations. Write these as $R_z(\alpha)R_y(\beta)R_z(\gamma)$, so that $D^J_{m'm}=e^{-im'\alpha}d^J_{m'm}(\beta)e^{-im\gamma}$. The spin-$1/2$ character is $2\cos(\beta/2)\cos[(\alpha+\gamma)/2]$. The $z$ axis can go to three kinds of place.

\textit{To itself} ($\beta=0$, four rotations by $k\pi/2$). The character is $\sigma^k(e^{ik\pi/4}+e^{-ik\pi/4})$. Summing it with $e^{-imk\pi/2}$ over $k=0,1,2,3$ gives 4 if $m\equiv\pm1/2$ (for $\Gamma_6$) or $m\equiv\pm3/2$ (for $\Gamma_7$) modulo 4, and 0 otherwise.

\textit{To its opposite} ($\beta=\pi$). The character contains $\cos(\pi/2)=0$, so nothing is added.

\textit{To a horizontal axis} ($\beta=\pi/2$, with $\alpha=k\pi/2$ and $\gamma=l\pi/2$, 16 rotations). The turn about $y$ supplies one factor $\sigma$, and the character is
\begin{equation}
\frac{\sigma}{\sqrt2}\,\sigma^{k+l}\left(e^{i(k+l)\pi/4}+e^{-i(k+l)\pi/4}\right).
\end{equation}
For each exponential the sums over $k$ and $l$ separate. They give $4\times4$ if $m$ and $m'$ both lie in the class selected by that exponential, and 0 otherwise. The contribution is therefore $(16\sigma/\sqrt2)\,d^J_{m'm}(\pi/2)=8\sqrt2\,\sigma d^J_{m'm}(\pi/2)$.

Within one class of $m$ modulo 4, adding the parts and dividing by 12 gives
\begin{equation}
P_{m'm}=\frac13\left[\delta_{m'm}+2\sqrt2\,\sigma\,d^J_{m'm}(\pi/2)\right].
\label{eq:P}
\end{equation}

\subsection*{The rotation matrix by counting}

Represent $|J,m\rangle$ by $N_m u^{J+m}v^{J-m}$, with $N_m=[(J+m)!(J-m)!]^{-1/2}$ and $u,v$ the up and down spinors. The quarter turn about $y$ sends $u\to(u+v)/\sqrt2$ and $v\to(v-u)/\sqrt2$, so the state becomes
\begin{equation}
N_m2^{-J}(u+v)^{J+m}(v-u)^{J-m}.
\end{equation}
To collect $u^{J+m'}v^{J-m'}$, take $s$ factors $v$ from the first bracket and $J-m'-s$ from the second. The second bracket then supplies $m'-m+s$ factors $-u$. In one class $m'-m$ is a multiple of 4, which leaves the sign $(-1)^s$:
\begin{equation}
d^J_{m'm}\!\left(\frac{\pi}{2}\right)=\frac{N_m}{N_{m'}2^J}\sum_s(-1)^s\binom{J+m}{s}\binom{J-m}{J-m'-s}.
\label{eq:d}
\end{equation}
On the diagonal the second binomial equals $\binom{J-m}{s}$. Since $2\sqrt2\,2^{-J}=2^{-(J-3/2)}$,
\begin{equation}
P_{mm}=\frac13\left[1+\frac{\sigma K_m}{2^{J-3/2}}\right],\quad
K_m=\sum_s(-1)^s\binom{J+m}{s}\binom{J-m}{s}.
\label{eq:w}
\end{equation}
Exchanging the binomials shows that $K_{-m}=K_m$.

\subsection*{Why $x$ disappears}

Call ``up'' the partner that behaves like spin up under a quarter turn about $z$. For $\Gamma_6$ this requires $e^{-im\pi/2}=e^{-i\pi/4}$, so $m\equiv1/2$ modulo 4. The extra minus sign of $\Gamma_7$ shifts this to $m\equiv5/2$. Each copy of the doublet contributes one up state, so the sum of $P_{mm}$ over the up class counts the copies.

For $J=7/2$ the weights are $(4+\sigma K_m)/12$:
\begin{align}
\Gamma_6:\quad &K_{7/2}=1,\quad K_{1/2}=1-12+18-4=3,\nonumber\\
&P_{mm}=\tfrac5{12},\ \tfrac7{12};\\
\Gamma_7:\quad &K_{5/2}=1-6=-5,\quad K_{3/2}=1-10+10=1,\nonumber\\
&P_{mm}=\tfrac34,\ \tfrac14.
\end{align}
For $J=15/2$ they are $(64+\sigma K_m)/192$. For $\Gamma_6$,
\begin{align}
K_{15/2}&=1,\nonumber\\
K_{9/2}&=1-36+198-220=-57,\nonumber\\
K_{7/2}&=1-44+330-660+330=-43,\nonumber\\
K_{1/2}&=1-56+588-1960+2450-1176+196-8=35,
\end{align}
which give the weights $65,7,21,99$ over 192. For $\Gamma_7$,
\begin{align}
K_{13/2}&=1-14=-13,\nonumber\\
K_{11/2}&=1-26+78=53,\nonumber\\
K_{5/2}&=1-50+450-1200+1050-252=-1,\nonumber\\
K_{3/2}&=1-54+540-1680+1890-756+84=25,
\end{align}
which give $77,11,65,39$ over 192.

Each set sums to 1, so each doublet occurs once. A Hamiltonian invariant under all 24 rotations of the cube (site symmetry $O$, $O_h$ or $T_d$, which act on $\mathbf J$ in the same way) commutes with $P$, and it must act as a number on a single irreducible doublet. Changing $x$ moves the doublet's energy but cannot change its states.

Since $P$ has rank one in the up class, $P_{m'm}=c_{m'}c_m$ for real amplitudes, and the off-diagonal elements fix the relative signs. For $\Gamma_6$, put $m=-J$ in (\ref{eq:d}). Only $s=0$ survives and the sum is positive, so all amplitudes can be taken positive. For $\Gamma_7$, put $m=J-1$ and $r=J-m'$, which is odd in this class. Including $\sigma=-1$, the sign for $m'\neq m$ is that of $\binom{2J-1}{r}-\binom{2J-1}{r-1}$. This is positive for $r<J$, that is, for $m'>0$, and negative for $m'<0$. The up states for $J=7/2$ are
\begin{align}
|\Gamma_6\rangle&=\sqrt{\tfrac5{12}}\,|{-\tfrac72}\rangle+\sqrt{\tfrac7{12}}\,|\tfrac12\rangle,\\
|\Gamma_7\rangle&=\tfrac{\sqrt3}{2}\,|\tfrac52\rangle-\tfrac12\,|{-\tfrac32}\rangle,
\end{align}
and for $J=15/2$
\begin{align}
|\Gamma_6\rangle&=\frac{\sqrt{65}\,|{-\frac{15}2}\rangle+\sqrt7\,|\frac92\rangle+\sqrt{21}\,|{-\frac72}\rangle+\sqrt{99}\,|\frac12\rangle}{\sqrt{192}},\\
|\Gamma_7\rangle&=\frac{\sqrt{77}\,|\frac{13}2\rangle-\sqrt{11}\,|{-\frac{11}2}\rangle+\sqrt{65}\,|\frac52\rangle-\sqrt{39}\,|{-\frac32}\rangle}{\sqrt{192}}.
\end{align}

\subsection*{From the states to $g$}

The traces of $PJ_xP$, $PJ_yP$, $PJ_zP$ form a vector unchanged by every cubic rotation, so they vanish. The projected components are therefore combinations $PJ_iP=\sum_jA_{ij}s_j$ of spin-$1/2$ operators on the doublet. Both sides rotate as vectors; the extra sign of $\Gamma_7$ cancels because it enters twice. Thus $A$ commutes with the cubic rotation matrices. The half turns about the axes make it diagonal, and the threefold rotations make its diagonal elements equal. Hence $P\mathbf JP=c\,\mathbf s$ and
\begin{equation}
H_Z=g\mu_B\mathbf B\cdot\mathbf s,\quad g=g_Jc,\quad c=2\sum_{m\in\mathrm{up}}m\,c_m^2,
\end{equation}
where the last relation is the expectation value of $J_z=cs_z$ in the up state.

For Yb$^{3+}$,
\begin{align}
c(\Gamma_6)&=2\left(-\tfrac72\cdot\tfrac5{12}+\tfrac12\cdot\tfrac7{12}\right)=-\tfrac73,
&g&=\tfrac87\left(-\tfrac73\right)=-\tfrac83,\\
c(\Gamma_7)&=2\left(\tfrac52\cdot\tfrac34-\tfrac32\cdot\tfrac14\right)=3,
&g&=\tfrac87\cdot3=\tfrac{24}7.
\end{align}
For Er$^{3+}$,
\begin{align}
c(\Gamma_6)&=\frac{-15\cdot65+9\cdot7-7\cdot21+99}{192}=-\frac{960}{192}=-5,\\
c(\Gamma_7)&=\frac{13\cdot77-11\cdot11+5\cdot65-3\cdot39}{192}=\frac{1088}{192}=\frac{17}3,
\end{align}
so $g=-6$ and $g=34/5=6.8$. Your list gives the magnitudes, which are what the level splitting $|g|\mu_BB$ determines. The signs refer to the convention above, with $[s_x,s_y]=is_z$.

At 9.5 GHz, $h\nu/\mu_B=678.8$ mT. Dividing by $|g|$ gives resonance fields of 198 mT ($\Gamma_7$) and 255 mT ($\Gamma_6$) for Yb$^{3+}$, and 99.8 mT ($\Gamma_7$) and 113 mT ($\Gamma_6$) for Er$^{3+}$. Replacing the spin factor 2 by the free-electron value 2.002319, so that $g_J=(L+2.002319\,S)/J$, changes the four magnitudes only to 3.4296, 2.6674, 6.8026 and 6.0023, in the same order. For real Er$^{3+}$ a larger correction comes from the assumption of a pure Russell--Saunders term: spin-orbit coupling mixes in other terms with the same $J$, which leaves the amplitudes $c_m$ unchanged but lowers $g_J$. Diagonalizing the $4f^{11}$ Coulomb and spin-orbit Hamiltonian with typical parameters ($F^2,F^4,F^6=97483,\,67904,\,54010$ cm$^{-1}$, $\zeta=2376$ cm$^{-1}$, spin factor 2) gives $g_J\approx1.196$ and magnitudes near 6.78 and 5.98, a shift of about $-0.02$. The same effect lowers the Dy$^{3+}$ value 20 derived below to about 19.9. Yb$^{3+}$ has the single term $^2F$ and is not affected.

\subsection*{Where the 20 comes from}

Dy$^{3+}$ has the same $J$ as Er$^{3+}$ and hence the same two values of $c$. In a cubic field its doublets have $g=(4/3)(-5)=-20/3$ and $g=(4/3)(17/3)=68/9\approx7.56$. Neither is 20.

Now take an axial field, for example $-DJ_z^2$ with $D>0$, whose lowest states are the pure pair $m=\pm15/2$. Then
\begin{equation}
g_z=2g_JJ=2(L+2S)=2(5+5)=20.
\end{equation}
The operators $J_x$ and $J_y$ change $m$ by one, while the pair differs by 15, so $g_\perp=0$. To first order, a field at angle $\theta$ to the axis gives a splitting with effective $g=20|\cos\theta|$: 10 at $60^\circ$ and 0 at $90^\circ$.

With $\mathbf B$ along $z$, the splitting equals $h\nu$ at $678.8/20=33.9$ mT for 9.5 GHz. This is not a prediction of a visible resonance: a weak oscillating magnetic field has no matrix element between the two pure states. Mixing in other $m$ values can change that, as the isotropic cubic doublets show.

\subsection*{What $x$ still controls, and when the argument fails}

For a given sign of the overall energy scale $W$, the parameter $x$ decides which level is lowest; reversing the sign of $W$ reverses the order of the levels. The Hamiltonian is
\begin{equation}
H=W\left[x\frac{O_4^0+5O_4^4}{F_4}+(1-|x|)\frac{O_6^0-21O_6^4}{F_6}\right].
\end{equation}
With $X=J(J+1)$ and $Q=J_+^4+J_-^4$, its operators are
\begin{align}
O_4^0&=35J_z^4-(30X-25)J_z^2+3X^2-6X,\quad O_4^4=\tfrac12Q,\nonumber\\
O_6^0&=231J_z^6-(315X-735)J_z^4\nonumber\\
&\quad+(105X^2-525X+294)J_z^2-5X^3+40X^2-60X,\nonumber\\
O_6^4&=\tfrac14\left[(11J_z^2-X-38)Q+Q(11J_z^2-X-38)\right].
\end{align}
Here $F_4$ and $F_6$ are taken as the greatest common divisors of the diagonal elements of $O_4^0$ and $O_6^0$: 60 and 1260 for $J=7/2$, 60 and 2160 for $J=13/2$, 60 and 13860 for $J=15/2$. A table with a different ratio $F_4/F_6$ assigns a different $x$ to the same field, unless the field is purely of fourth or purely of sixth order. Numerical diagonalization with $W>0$ at $x=-0.83,\,0.11,\,0.83$ gives the lowest level as $\Gamma_6,\Gamma_6,\Gamma_7$ for Yb$^{3+}$ and $\Gamma_6,\Gamma_7,\Gamma_8$ for Er$^{3+}$. In the last case the lowest level is a quartet, and a single doublet $g$ does not describe it.

The states also cease to be fixed by symmetry if a doublet type repeats. For $J=13/2$ and $\Gamma_7$, (\ref{eq:w}) gives weights $(32-K_m)/96$ with $K_m=1,-11,-29,-25$ for $|m|=13/2,11/2,5/2,3/2$. Their sum is $(128+64)/96=2$, so there are two copies, which the crystal field can mix. Diagonalization gives $c=-4.311$ and $4.978$ at $x=0.37$, but $-4.173$ and $4.839$ at $x=-0.53$, with $x$ defined by $F_6=2160$; with $F_6=7560$ the same values of $x$ give $-4.332$ and $4.999$, and $-3.585$ and $4.252$.

For Yb$^{3+}$ and Er$^{3+}$, the quoted fractions thus require site symmetry $O$, $O_h$ or $T_d$ and an isolated multiplet of a pure Russell--Saunders term, but no particular $x$. The cubic groups $T$ and $T_h$ are not enough: they lack the rotations that distinguish $\Gamma_6$ from $\Gamma_7$, so the field can mix the two doublets and their $g$ values then depend on it. Distortion of the site, mixing with other terms or other $J$ multiplets, covalent reduction of the orbital moment, or a Zeeman energy comparable with the crystal-field gaps takes you outside this calculation.
